Bethe asymptotics of Born cross sections for electron impact on H(1s), part 1

(Sections cited here and not found follow in the second part.)

## First half: the theorem, the n = 2 states and the general asymptotic law

**What dimensions and symmetry fix**

A fast electron of speed v passes a hydrogen atom in its ground state. In first-order perturbation theory the Coulomb interaction enters the transition amplitude once and the cross section twice. The strength of the interaction is measured by the dimensionless number e²/(ħv), and the atom supplies the area a0². A cross section must therefore have the form

σ = a0² (e²/ħv)² G = a0² (Eh/2E) G,

where E = mv²/2 is the incident energy, Eh is the Hartree energy, and G is a dimensionless function of E/Eh. This separates the factor 1/E that comes from the strength of the interaction. Dimensions alone do not tell how G behaves when E is large, and that remains to be found.

Here the momentum transfer q decides. The Coulomb interaction contributes 1/q⁴ to the squared amplitude, and the element of solid angle is proportional to q dq. A final state of p type can be reached through the dipole moment, so its squared amplitude starts as q², and small q contributes

q² · q dq / q⁴ = dq/q.

This expression does not change when q is rescaled: every factor of two in q contributes equally. The range is cut off above by the inverse size of the atom and below by the least momentum that can deliver the excitation energy, which is proportional to 1/v. The integral then grows as ln v, and G contains ln E. The 2s state has the same parity as 1s, so it has no dipole moment with it. Its squared amplitude starts as q⁴, the integral converges at q = 0, and G tends to a constant.

Rotational symmetry simplifies the coefficient of the logarithm, which is set by the dipole moment. A spherical ground state responds equally to all directions of q, so the squared moment of one Cartesian component is enough.

**Theorem**

Atomic units are used in the algebra: ħ, the electron mass, the elementary charge and a0 are all 1, and E = k²/2 for incident momentum k. The assumptions are these.

(a) The proton is infinitely heavy and all motion is nonrelativistic.
(b) The transition amplitude is that of the first Born approximation.
(c) Exchange between the incident and the atomic electron is omitted. In ionisation the ejected electron may then take any energy up to E − 1/2.

Let X be one of the classes of final states 2s, 2p (all three m), ionisation, or all inelastic events. Then, as E → ∞,

σ_X = (2π/E) [M_X² ln E + B_X + o(1)],  (1)

M_X² = Σ_{n in X} |⟨n|z|1s⟩|²,  (2)

where the sum includes an integral over continuum states. The squared moments are

2s: 0;  2p: 2¹⁵/3¹⁰ = 0.555;  ionisation: 0.283;  total: 1,

all in units of a0². For 2s the law is a pure inverse power,

σ_2s = (64π/5E)(4/9)⁵ [1 + o(1)].  (3)

The term ln E/E dominates the other classes in the limit, but the constant B_X has to be kept at any energy where the formula is used: changing the unit of energy inside the logarithm changes B_X.

**Lemma 1 (Born cross section as an integral over q)**

Let ω_n be the excitation energy, k' = √(k² − 2ω_n) the final momentum, **q** = **k** − **k'**, and F_n = ⟨n|exp(i**q**·**r**)|1s⟩. For a class of states closed under rotations,

σ = (4π/E) Σ_n ∫ |F_n(q)|² dq/q³, from q₋ = k − k' to q₊ = k + k'.  (4)

Proof. With the projectile at **R** and the atomic electron at **r**, the interaction is 1/|**R** − **r**| − 1/R. Use plane waves in unit volume. The integral over **R** of exp(i**q**·**R**)/|**R** − **r**| is (4π/q²) exp(i**q**·**r**). The proton term −1/R does not contain **r**, so it multiplies ⟨n|1s⟩ = 0. The matrix element is therefore

T = (4π/q²) F_n.

The golden rule gives the rate 2π|T|² times the density of final states k' dΩ/(2π)³. Division by the incident flux k gives

dσ/dΩ = (k'/k) |T|²/(4π²) = (k'/k) (4/q⁴) |F_n|².

From q² = k² + k'² − 2kk' cosθ it follows that q dq = −kk' d(cosθ). After summation over a rotation-invariant class the integrand depends on the length of **q** alone, so dΩ may be replaced by 2πq dq/(kk'), with the limits in increasing order. The factors combine to

(k'/k)(4/q⁴)(2πq/(kk')) = 8π/(k²q³),

and 8π/k² = 4π/E. ∎

The lower limit can be written without a small difference of large numbers:

q₋ = (k² − k'²)/(k + k') = 2ω_n/(k + k') → ω_n/k.  (5)

It is reached in forward scattering. Because the sums are rotation-invariant, **q** is taken along z from here on.

**Lemma 2 (form factors for n = 2)**

With D = q² + 9/4,

|F_2s|² = 32q⁴/D⁶,  |F_2p|² = 72q²/D⁶.  (6)

Proof. The starting point is the Yukawa transform

∫ exp(iqz) e^(−ar)/r d³r = (4π/q) ∫₀^∞ sin(qr) e^(−ar) dr = 4π/(a² + q²).

Each application of −d/da multiplies the function under the integral by r. Hence

∫ exp(iqz) e^(−ar) d³r = 8πa/(a² + q²)²,  (7)

∫ exp(iqz) r e^(−ar) d³r = 8π(3a² − q²)/(a² + q²)³.  (8)

The normalised orbitals are 1s = e^(−r)/√π, 2s = (2 − r)e^(−r/2)/(4√(2π)) and 2p₀ = z e^(−r/2)/(4√(2π)). Both products with 1s carry the prefactor 1/(4√2 π) and the exponent a = 3/2, so that a² + q² = D.

For 2s, twice (7) minus (8) is

8π[2a(a² + q²) − 3a² + q²]/D³.

Since 2a = 3, the bracket is 3a² + 3q² − 3a² + q² = 4q². Multiplication by the prefactor gives F_2s = 32πq²/(4√2 πD³) = 4√2 q²/D³.

For 2p₀ the factor z is produced by −i d/dq acting on (7):

−i d/dq [8πa/D²] = 32πa i q/D³ = 48π i q/D³.

With the prefactor, F_2p = 6√2 i q/D³. The states with m = ±1 do not contribute, because exp(iqz) is unchanged by rotations about z. Squaring gives (6). ∎

As q → 0 the squared form factor |F_2p|² becomes q²M², with M² = 72(4/9)⁶ = 2¹⁵/3¹⁰, as stated in the theorem.

**Proof of the theorem for 2s**

Put t = q² and b = 9/4. When the limits of (4) are opened to zero and infinity,

∫₀^∞ 32q dq/D⁶ = 16 ∫₀^∞ dt/(t + b)⁶ = 16/(5b⁵) = (16/5)(4/9)⁵.

Multiplication by 4π/E gives (3), and comparison with (1) gives B_2s = (32/5)(4/9)⁵ = 0.1110.

The main correction comes from the lower limit. The piece wrongly included is 16q₋²/b⁶ to leading order, which is the fraction 5q₋²/b of the whole. With ω = 3/8, q₋² → ω²/(2E) = 9/(128E), and the fraction is 5/(32E). The upper limit removes a piece that falls as q₊⁻¹⁰ and is much smaller. ∎

**Proof of the theorem for 2p**

The required integral is

∫ 72 dq/(qD⁶) = 36 ∫ dt/[t(t + b)⁶].

Substitute u = b/(t + b). Then t = b(1 − u)/u and dt = −b du/u², and

dt/[t(t + b)⁶] = −b⁻⁶ u⁵/(1 − u) du.

Division gives u⁵/(1 − u) = 1/(1 − u) − 1 − u − u² − u³ − u⁴. Since 72/b⁶ = M², the integral from q₋ to infinity is

(M²/2) [−ln(1 − u₋) − Σ_{j=1}^{5} u₋^j/j],  u₋ = b/(q₋² + b).  (9)

As E grows, u₋ → 1. The sum tends to 1 + 1/2 + 1/3 + 1/4 + 1/5 = 137/60, and −ln(1 − u₋) tends to ln(b/q₋²) with

b/q₋² → (9/4)(2E)(64/9) = 32E.

The part above q₊ falls as q₊⁻¹² and is dropped. Thus

σ_2p → (2π/E) M² [ln(32E) − 137/60],  (10)

B_2p = M² (ln 32 − 137/60) = 0.6562. ∎

Remark. The first correction to the bracket of (10) vanishes. Let s = q₋²/b. Expansion of the bracket in (9) gives −ln s + 6s − 137/60, where one s comes from the logarithm and five from the sum. At leading order 6s = 6/(32E) = 3/(16E). The expansion of k' gives q₋² = (ω²/2E)(1 + ω/(2E) + …), which lowers −ln s by ω/(2E) = 3/(16E). The two terms cancel, and the remaining error of the bracket is of order 1/E². This is why the 2p formula remains accurate at energies where the others show visible errors.

**Lemma 3 (asymptotic law for a general class)**

Let X be a class of eigenstates of the atom, closed under rotations and without 1s. It may contain infinitely many shells and a continuum. Define

W(q) = Σ |F_n(q)|²,  Λ = Σ M_n² ln ω_n,  (11)

J = ∫₀¹ (W/q² − M²) dq/q + ∫₁^∞ W dq/q³.  (12)

Then (1) holds with

B = M² ln 2 − 2Λ + 2J.  (13)

Proof. The difficulty is that for every E some states have a lower limit q₋ that is not small, and some cannot be reached at all. Their contribution has to be bounded.

First consider small q. Choose states of definite parity. For those of even parity F_n = ⟨n|cos qz − 1|1s⟩, because 1 adds nothing by orthogonality. Since |cos x − 1| ≤ x²/2, the sum of |F_n|² over them is at most q⁴⟨z⁴⟩/4. For odd parity F_n = i⟨n|sin qz|1s⟩, where sin x differs from x by at most |x|³/6. By the Cauchy–Schwarz inequality,

Σ_odd | |F_n|² − q²M_n² | ≤ (q⁴/3)√(⟨z²⟩⟨z⁶⟩) + q⁶⟨z⁶⟩/36.

The averages are finite in 1s. Consequently, with a constant C and for q ≤ 1,

Σ_n | |F_n|²/q² − M_n² | ≤ Cq².  (14)

Now split the integral of (4) at q = 1. Above 1, W ≤ 1 because exp(iqz)|1s⟩ has unit norm, so the sum of the integrals is finite. For each fixed state the limits open to the full range as E → ∞. By dominated convergence this part tends to the second integral in (12).

Below 1, write |F_n|²/q³ = (|F_n|²/q² − M_n²)/q + M_n²/q. By (14) the first term is absolutely integrable after summation, and it tends to the first integral in (12). The second term gives

M_n² ln(1/q₋) = M_n² {ln k − ln ω_n + ln[(1 + k'/k)/2]}.

The last logarithm lies between −ln 2 and 0 and vanishes for each fixed state as E → ∞, so its weighted sum vanishes too.

There remain the states with q₋ ≥ 1 and those that cannot be reached. By (5) both kinds have ω_n ≥ k/2 once k ≥ 1. Their weight is controlled by the sum rule

Σ ω_n M_n² = (1/2)⟨[z,[H,z]]⟩ = 1/2,  (15)

taken over all states. It follows from [H,z] = −∂/∂z and [z,−∂/∂z] = 1. The omitted states have total M² at most 1/k, which vanishes even after multiplication by ln k. Their sum of M_n² ln ω_n also vanishes, because ln ω/ω decreases at large ω.

The sum of the integrals in (4) is thus M² ln k − Λ + J + o(1). Multiplication by 4π/E and ln k = (ln 2 + ln E)/2 give (1) and (13). ∎

The proof also shows where the logarithm comes from. It is collected between q = ω_n/k and q of order 1, and its upper end stays fixed while its lower end moves down with rising energy. The logarithmic growth of Eσ therefore comes from ever smaller momentum transfers, which correspond to ever more distant passages.

## Second half: all inelastic events, ionisation and numbers

**Taken from the first half**

Atomic units are kept. E = k²/2 is the incident energy, **q** the momentum transfer, and ω_n the excitation energy. The form factor is F_n = ⟨n|exp(i**q**·**r**)|1s⟩, and M_n² is the squared matrix element of z, summed over the states of a shell. For every rotation-invariant class of final states

σ = (2π/E)[M² ln E + B + o(1)],  B = M² ln 2 − 2Λ + 2J,

Λ = Σ M_n² ln ω_n,  J = ∫₀¹ (W/q² − M²) dq/q + ∫₁^∞ W dq/q³,

with W = Σ|F_n|². Also B_2s = 0.1110 with M² = 0, and B_2p = 0.6562 with M² = 0.5549. The quantities still needed are the moments and constants of ionisation and of the total.

**Lemma 4 (all inelastic events)**

M_tot² = 1,  B_tot = ln 8 − 13/12 − 2Λ_tot.  (16)

Proof. The eigenstates of the atom are complete, and 1s has ⟨z⟩ = 0. Therefore

M_tot² = ⟨z²⟩ = ⟨r²⟩/3 = (4/3) ∫₀^∞ r⁴ e^(−2r) dr = (4/3)(24/32) = 1.

Completeness also gives W_tot = 1 − |F_1s|². The transform (7) with a = 2, divided by π, gives F_1s = 16/(4 + q²)² = (1 + q²/4)⁻². Put x = q²/4, so that dq/q³ = dx/(8x²). The integral from a small q = δ upwards becomes

(1/8) ∫ [1 − (1 + x)⁻⁴] dx/x²,  from x₀ = δ²/4.

Integration by parts leaves the boundary value [1 − (1 + x₀)⁻⁴]/x₀ → 4 and the integral of 4/[x(1 + x)⁵]. With v = 1/(1 + x), the latter is

4 ∫₀^(v₀) v⁴/(1 − v) dv → 4 [ln(1/x₀) − 1 − 1/2 − 1/3 − 1/4] = 4 [ln(1/x₀) − 25/12].

The sum, including the factor 1/8, is (1/2)[ln(4/δ²) − 13/12]. To obtain J one subtracts M² ln(1/δ), which is the integral of M²/q from δ to 1. Hence J_tot = ln 2 − 13/24, and (13) gives (16). ∎

The total moment needed only the ground state. The constant also needs the excitation energies, weighted by the dipole moments in Λ_tot, because the lower limit of q depends on the energy of the state. Here Λ_tot is found by summing over the excited states.

The asymptotic law is now established for 2s and 2p, and for a general class in terms of M², Λ and J; for all inelastic events only the sum Λ_tot is still to be evaluated. What remains is to find the dipole moments of the bound shells and the form factor of the continuum, which supply that sum and the constants of ionisation, and to compare the resulting cross sections with the full Born values.

Numerical values quoted here were computed with a short program.
